# Separating Voltage-Controlled Anisotropy from Spin Torque and Stray Field in Switching Loops

## A loop without heat or current

Take the free layer of a perpendicular tunnel junction to be a single moment with direction $\mathbf m$, and let every field lie along the film normal $\hat z$. All fields are written as inductions. With anisotropy field $B_k$, applied field $B$ and stray field $B_s$ from the other layers, the energy per moment is $-\tfrac12B_km_z^2-(B+B_s)m_z$. At zero temperature the state $m_z=-1$ loses stability at $B_+=B_k-B_s$, and $m_z=+1$ at $B_-=-B_k-B_s$. Hence

$$W\equiv\tfrac12(B_+-B_-)=B_k,\qquad C\equiv\tfrac12(B_++B_-)=-B_s .$$

The half-width $W$ measures anisotropy and the centre $C$ measures a field. We ask how much of this survives when a voltage adds spin torque and temperature adds noise.

## What the voltage does

Let the reference magnetisation point along $+\hat z$, and let positive $V$ drive electrons from the reference layer to the free layer. The junction voltage is held constant during each loop.

**Anisotropy.** The oxide field $V/t_{ox}$ changes the interface anisotropy energy per area by $\xi V/t_{ox}$. The anisotropy energy per area of a layer of thickness $t_f$ is $\tfrac12M_sB_kt_f$, so

$$B_k(V)=B_{k0}+\kappa V,\qquad \kappa=\frac{2\xi}{M_st_ft_{ox}} .$$

**Damping-like torque.** Suppose that tunnelling conserves spin and that both electrodes have polarisation $P$. Their spin densities of states are proportional to $1+P\sigma_z$ and $1+P\boldsymbol\sigma\cdot\mathbf m$. With $\cos\theta=m_z$, the charge flow is proportional to

$$\mathrm{Tr}[(1+P\boldsymbol\sigma\cdot\mathbf m)(1+P\sigma_z)]=2(1+P^2\cos\theta).$$

For the spin flow we need $\tfrac12\{\boldsymbol\sigma,1+P\boldsymbol\sigma\cdot\mathbf m\}=\boldsymbol\sigma+P\mathbf m$, which gives

$$\mathrm{Tr}[(\boldsymbol\sigma+P\mathbf m)(1+P\sigma_z)]=2P\hat z+2P\mathbf m .$$

The part transverse to $\mathbf m$ has size $2P\sin\theta$. In the parallel state the current density is $V/RA$, where $RA$ is the parallel resistance-area product, and the charge factor is $2(1+P^2)$. Each electron carries spin $\hbar/2$, so the torque per area is $(\hbar/2e)(V/RA)\,P\sin\theta/(1+P^2)$. Dividing by the layer's angular momentum per area, $M_st_f/\gamma$, gives a rotation rate $\gamma a\sin\theta$ with

$$a=a_1V,\qquad a_1=\frac{\hbar}{2e}\,\frac{P}{1+P^2}\,\frac{1}{RA\,M_st_f}.$$

At fixed voltage $a$ does not depend on angle. At fixed current it would, and a later section works out the consequence.

**Field-like torque.** We model this as a field $b_2V^2$ along $\hat z$. A term odd in $V$ is considered with the errors.

## Torque as an enlarged field

With $\gamma>0$ the equation of motion is

$$\dot{\mathbf m}=-\gamma\,\mathbf m\times\mathbf B+\alpha\,\mathbf m\times\dot{\mathbf m}-\gamma a\,\mathbf m\times(\mathbf m\times\hat z),$$

where $\mathbf B$ is the total field including anisotropy. Take the cross product with $\mathbf m$. Since $\mathbf m\times(\mathbf m\times\dot{\mathbf m})=-\dot{\mathbf m}$ and a triple product with $\mathbf m$ returns $-\mathbf m\times\hat z$,

$$\mathbf m\times\dot{\mathbf m}=-\gamma\,\mathbf m\times(\mathbf m\times\mathbf B)-\alpha\dot{\mathbf m}+\gamma a\,\mathbf m\times\hat z .$$

Substitution yields

$$(1+\alpha^2)\dot{\mathbf m}=-\gamma\,\mathbf m\times(\mathbf B-\alpha a\hat z)-\gamma\,\mathbf m\times[\mathbf m\times(\alpha\mathbf B+a\hat z)] .$$

For $\mathbf B$ along $\hat z$ the first term has no $z$ component, while $[\mathbf m\times(\mathbf m\times\hat z)]_z=m_z^2-1$. With $\alpha'=\alpha/(1+\alpha^2)$,

$$\dot m_z=\alpha'\gamma(1-m_z^2)\,[B_km_z+B+S(V)],$$

$$S(V)=B_s+b_2V^2+sV,\qquad s=a_1/\alpha .$$

The damping-like torque acts on $m_z$ as a field enlarged by $1/\alpha$. The field-like torque is not enlarged. The sign of the bracket at each pole gives the zero-temperature thresholds $B_\pm=\pm B_k(V)-S(V)$.

## Finite temperature

The thermal field is isotropic and independent of the torque. It adds diffusion on the sphere, so the probability current in $m=m_z$ is

$$J=(1-m^2)\left[\alpha'\gamma(B_km+X)p-D\,\partial_mp\right],\qquad X=B+S(V).$$

Without torque, $J=0$ must give the Boltzmann distribution $p\propto e^{-U}$, with

$$U=-\beta(\tfrac12B_km^2+Xm),\qquad \beta=\mu/k_BT,$$

where $\mu$ is the moment of the layer. This fixes $D=\alpha'\gamma/\beta$. The torque then enters through $X$ alone.

The equation is unchanged under $m\to-m$, $X\to-X$. If both ramps start where switching is negligible, the rising mean of $X$ is some $W$ and the falling mean is $-W$. Since $B=X-S$,

$$B_+=W-S(V),\qquad B_-=-W-S(V),\qquad C=-S(V).$$

The centre rule therefore holds at any temperature in this axial model. At fixed temperature, damping, moment and ramp rate, $W$ depends on voltage through $B_k(V)$ alone. It no longer equals $B_k$.

To find $W$ we need the mean time $\tau(m)$ to reach a point $m_e$ beyond the barrier. It obeys

$$D\,e^{U}\frac{d}{dm}\left[(1-m^2)e^{-U}\frac{d\tau}{dm}\right]=-1 .$$

Integrating from $m=-1$, where the bracket vanishes, and then once more to $m_e$, where $\tau=0$, gives

$$\tau(-1)=\frac1D\int_{-1}^{m_e}\!dy\,\frac{e^{U(y)}}{1-y^2}\int_{-1}^{y}\!e^{-U(z)}dz .$$

For a high barrier, put $h=X/B_k$ and $\Delta=\beta B_k/2$. The top lies at $y=-h$, where $U''=-2\Delta$. At the starting pole $U'=2\Delta(1-h)$. The barrier height is

$$U(-h)-U(-1)=\Delta h^2+\Delta(1-2h)=\Delta(1-h)^2 .$$

The inner integral is approximately $e^{-U(-1)}/[2\Delta(1-h)]$, and the outer Gaussian contributes $\sqrt{\pi/\Delta}$. Because $2\Delta D=\alpha'\gamma B_k$, the escape rate is

$$k=\alpha'\gamma B_k(1-h^2)(1-h)\sqrt{\Delta/\pi}\;e^{-\Delta(1-h)^2}.$$

At ramp rate $R$ the probability of not having switched is $Q(X)=\exp(-\int_0^Xk\,dX'/R)$. Integrating the mean by parts gives

$$W=\int_0^{B_k}Q(X)\,dX .$$

A simple estimate shows how $W$ follows $B_k$. Switching occurs near a barrier $\Delta(1-h)^2=L$, where $L$ varies logarithmically with the rate prefactor. Holding $L$ fixed, $W\simeq B_k-\sqrt{2LB_k/\beta}$, and so

$$\frac{dW}{dB_k}\simeq1-\frac12\sqrt{\frac{2L}{\beta B_k}}=1-\frac{1-h}{2}=\frac{1+h}{2}.$$

The slope tends to one when heat hardly assists switching ($h\to1$). Otherwise the slope of the half-width underestimates $\kappa$.

## Algorithm

1. At each constant voltage, average the rising and falling switching fields over $N$ loops and form $W$ and $C$.
2. With $\mu$, $T$, $\alpha$ and $R$ known, solve the integral for $W$ numerically for $B_k(V)$.
3. Fit quadratics in $V$ by least squares to $B_k(V)$ and $C(V)$.
4. Read $\xi=\kappa M_st_ft_{ox}/2$, $B_s=-C(0)$, $a_1=-\alpha\,C'(0)$ and $b_2=-\tfrac12C''$.

If the two branches have standard deviations $\sigma_\pm$, then $W$ and $C$ each have standard error $\tfrac12\sqrt{(\sigma_+^2+\sigma_-^2)/N}$. The error of $B_k$ is that of $W$ divided by $dW/dB_k$.

## Synthetic data

The example uses $M_s=1$ MA/m, $t_f=1.1$ nm, $t_{ox}=1.4$ nm, diameter 40 nm, $RA=300$ Ω µm², $P=0.6$, $\alpha=0.02$, $T=300$ K, $B_{k0}=300$ mT, $\xi=60$ fJ/(V m), $B_s=15$ mT and $b_2=0.4$ mT/V². From these,

$$\kappa=\frac{2(60\times10^{-15})}{(10^6)(1.1\times10^{-9})(1.4\times10^{-9})}=0.0779\ \text{T/V},$$

that is, 77.9 mT/V. The torque formula gives $a_1=0.44$ mT/V, so $s=0.44/0.02=22$ mT/V. The moment is $1.38\times10^{-18}$ A m² and $\Delta=50$ at zero voltage.

The equivalence of torque and field was first tested on the full three-dimensional stochastic equation, integrated by Heun's method. This test used $\alpha=0.3$, $\Delta=4$ and a torque with $a/\alpha=0.3B_k$. Applied fields of $-0.1B_k$ for the lower pole and $-0.5B_k$ for the upper pole lie symmetrically about the predicted centre, $-0.3B_k$. With 3000 escapes from each pole to $m_z=\pm0.5$ on the far side, the mean times were 77.9 and 74.0 in units of $1/(\gamma B_k)$. The double integral gives 76.7. For exponentially distributed times the standard error would be about 1.8%. The barrier is low here and the times spread slightly less than that, so the deviations are roughly one and two standard errors. Without torque, the integral for the lower pole gives 411.

The loops were then drawn from the double integral, with the same end point. There were 400 loops at each of nine equally spaced voltages from $-0.4$ to $0.4$ V, with $R=1$ T/s. Recovery used the high-barrier formula, so generation and analysis do not share a rate expression. Some of the results, in mT, are:

| $V$ (V) | $W$ | $C$ | recovered $B_k$ |
|---:|---:|---:|---:|
| −0.4 | 106.1 | −5.9 | 270.0 |
| 0 | 127.0 | −14.8 | 300.6 |
| 0.4 | 148.9 | −23.9 | 332.0 |

The end points already show the separation: $(332.0-270.0)/0.8=77.5$ mT/V for the anisotropy field, and $-(23.9-5.9)/0.8=-22.5$ mT/V for the centre. The fits to all nine voltages give:

| Quantity | True | Recovered |
|---|---:|---:|
| $\xi$, fJ/(V m) | 60.0 | 59.6 ± 0.3 |
| $a_1/\alpha$, mT/V | 22.0 | 22.2 ± 0.3 |
| $B_s$, mT | 15.0 | 15.0 ± 0.1 |
| $b_2$, mT/V² | 0.4 | −0.3 ± 1.3 |

The raw half-width slope is 53.4 mT/V. Reading it as $\kappa$ would give $\xi=41$ fJ/(V m), about 32% below the true value. At $V=0$ the model half-width is 126.6 mT, so $h=0.42$ and the simple rule gives $dW/dB_k=0.71$. Differentiating the high-barrier integral for $W$ numerically gives 0.69.

## Statistical and systematic errors

One rising switching field at $V=0$ scatters by 6.3 mT. With similar scatter on both branches, $W$ and $C$ each have error $6.3/\sqrt{800}=0.22$ mT. The errors computed from the samples at all voltages average about 0.23 mT, which is used below. On the symmetric voltage grid $\sum V^2=0.60$ V², so a linear coefficient of $W$ or $C$ has error about $0.23/\sqrt{0.60}=0.30$ mT/V. For the quadratic coefficient the relevant sum is

$$\sum V^4-\frac{(\sum V^2)^2}{9}=0.0708-0.0400=0.0308\ \text{V}^4,$$

which gives $0.23/\sqrt{0.0308}=1.3$ mT/V². The field-like term is not resolved. An error of one third of $b_2$ would need roughly $(1.3/0.13)^2=100$ times as many loops.

The recovered $B_{k0}=300.4\pm0.2$ mT lies 2.4 standard errors above the truth. This is mainly bias: noise-free mean fields give 300.4 mT through the same inversion. The high-barrier formula predicts a slightly smaller $W$ for a given $B_k$, and the inversion compensates by raising $B_k$. The noise-free $\kappa$ is 77.9 mT/V, so the slope is almost unaffected.

Assuming a moment 10% too large in the inversion lowers the recovered $\kappa$ from 77.4 to 76.3 mT/V. If the error comes from the area, $\xi$ falls by 1.4%. If it comes from $M_st_f$, that factor also multiplies $\kappa$ in $\xi$, which then rises by $1.10\times76.3/77.4-1\simeq8\%$. A relative error in $\alpha$ passes directly into $a_1=\alpha s$.

An odd field-like term $b_1V$ would replace $s$ by $s+b_1$, and the centre cannot separate the two. The resulting error in $a_1$ is $\alpha b_1$, or 2% if $b_1=a_1$.

## Constant current mixes the parts

At constant current the junction voltage is inversely proportional to $1+P^2m_z$. Let $\bar V$ be the mean of its values at the two poles. Then $V_{AP}=(1+P^2)\bar V$ at the lower pole and $V_P=(1-P^2)\bar V$ at the upper pole. At zero temperature the poles lose stability at

$$B_+=B_k(V_{AP})-S(V_{AP}),\qquad B_-=-B_k(V_P)-S(V_P).$$

Half the difference and half the sum are

$$W=B_{k0}+(\kappa-P^2s)\bar V-2b_2P^2\bar V^2,$$

$$C=-B_s-(s-P^2\kappa)\bar V-b_2(1+P^4)\bar V^2 .$$

For the example's parameters at zero temperature, the apparent anisotropy slope is $77.9-0.36\times22.0=70.0$ mT/V. The apparent torque slope is $22.0-0.36\times77.9=-6.0$ mT/V, which has the wrong sign. Stability eigenvalues of the numerically linearised equation of motion give 70.00 and −6.05 mT/V. These values do not carry over to loops at 300 K. Thermal escape depends on the voltage all the way from the pole to the barrier top, not at the pole alone, so the mixing has a different size and the apparent torque slope need not be negative.

## Heating and tilt

**Heating.** At 0.4 V the parallel state dissipates $q=V^2/RA=5.3\times10^8$ W/m². As a simple model without metal leads or thermal resistance at the interfaces, let this heat enter an oxide half-space of conductivity $k_{th}=1.4$ W/(m K) uniformly over a disk of radius $r$. The temperature rise at the centre is

$$\int_0^r\frac{q}{2\pi k_{th}\rho}\,2\pi\rho\,d\rho=\frac{qr}{k_{th}}=7.6\ \text{K}.$$

The antiparallel state draws less current and warms by 3.6 K. With the magnetic parameters held fixed, thermal activation then reduces $W$ by 1.7 mT. At fixed $B_k$ this is even in $V$, so on a symmetric grid it enters the linear coefficient only through the variation of the drop with $B_k(V)$. The rising branch starts in the cooler antiparallel state, which moves the centre upward and imitates $b_2=-3.8$ mT/V². In this model the false term is about nine times the true one, so more loops alone would not identify the field-like torque. In real layers $B_k$ usually also falls on heating, which enlarges both errors. The evenness in $V$ also belongs to this model: tunnelling electrons release their energy mainly in the electrode they enter, so a real free layer can warm differently for the two polarities, and that odd part would enter the fitted slopes of $B_k$ and $C$.

**Tilt.** An applied field tilted from the axis breaks the equivalence of torque and field. For weak damping, the moment follows contours of $e=-\tfrac12B_km_z^2-\mathbf B_a\cdot\mathbf m$, where $\mathbf B_a$ is the field without anisotropy. To first order in $\alpha$ and $a$,

$$\dot e=-\gamma\left[\alpha|\nabla e|^2-a\,\nabla e\cdot\nabla m_z\right],$$

with gradients taken on the unit sphere. An orbit element takes time $dl/(\gamma|\nabla e|)$. Integrating round the orbit and applying Gauss's theorem to the enclosed area gives an energy change $-\alpha(G-sV\,N)$, where

$$G=\oint|\nabla e|\,dl=\int[B_k(3m_z^2-1)+2\mathbf B_a\cdot\mathbf m]\,d\Omega,$$

$$N=-2\int m_z\,d\Omega .$$

Energy diffusion is also proportional to $G$, since without torque the distribution must have the Boltzmann slope $\beta$. With torque the slope becomes $\beta(1-sVN/G)$, and the barrier falls by $\beta sV\int(N/G)\,de$. An added field $\delta B$ along the applied direction $\mathbf u$ lowers it by $\beta\,\delta B\,\mathbf u\cdot(\mathbf m_{\rm saddle}-\mathbf m_{\rm min})$. The torque therefore shifts the centre by the fraction

$$\eta=\frac{\int(N/G)\,de}{\mathbf u\cdot(\mathbf m_{\rm saddle}-\mathbf m_{\rm min})}$$

of its axial value. Without tilt, $N/G=dm_z/de$ and $\eta=1$. For a 1° tilt and a total field of 126.6 mT, summation over a grid on the sphere gives $\eta=0.79$. In the weak-damping limit the recovered torque would be about 21% low. That limit requires the energy lost per orbit at the saddle to be well below $k_BT$. Here the loss is $0.9\,k_BT$, so the figure suggests that a small tilt matters but does not fix the size of the error.

## Relation to real junctions

The parameters are rough values in the regime of CoFeB/MgO junctions, with an $RA$ high enough to limit heating, since the dissipation at fixed voltage scales as $1/RA$. The value of $b_2$ is a model choice. $P$ and $RA$ are taken as independent of voltage, which real junctions satisfy only at small bias. At 0.4 V the magnetoresistance has often fallen markedly, so for a real junction the slope of $C$ should be checked on a narrower voltage range. The largest oxide field is 2.9 MV/cm, below a rough breakdown scale of 10 MV/cm.

The assumption most exposed to device size is uniform reversal. With exchange stiffness $A=15$ pJ/m and $K=M_sB_{k0}/2$, a complete domain wall costs $\int_0^\pi2\sqrt{AK}\sin\theta\,d\theta=4\sqrt{AK}$ per area. For a wall across diameter $d$, equating $4\sqrt{AK}\,d\,t_f$ with the uniform barrier $K\pi d^2t_f/4$ gives $d=(16/\pi)\sqrt{A/K}=51$ nm at zero field. Uniform reversal fails earlier, because a small disk can form an incomplete wall that costs less. Treat the demagnetising field as local at first. At the uniform barrier top, $m_z=-h$, a small non-uniform change $\delta\theta$ of the polar angle then adds the energy $A|\nabla\delta\theta|^2-K(1-h^2)\,\delta\theta^2$ per volume. In a disk with free edges the smoothest such change has wavenumber $3.68/d$. The uniform top therefore stops being the lowest pass above $d=3.68\sqrt{A/K}/\sqrt{1-h^2}$, which is 37 nm at zero field and 41 nm at $h=0.42$. The demagnetising field is not quite local, however. In a thin film, the out-of-plane demagnetising energy of a change with wavenumber $k_d$ is smaller by the fraction $k_dt_f/2$, which adds about $\mu_0M_s^2k_dt_f/4$ to $K$ in the last term. With $k_d=3.68/d$ at 40 nm this is $0.2K$, and both diameters fall by roughly a tenth. The 40 nm example then lies slightly above the limit of uniform reversal, so its numbers illustrate the single-moment model rather than a real device of that size. Above the limit a partial wall is the cheaper route. The inversion from $W$ to $B_k$ then needs another barrier law, and the correction to $\xi$ found here cannot be carried over.
